\section*{Second-order free energy and density response of electrons at finite temperature, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Let $h_0$ be a one-particle Hamiltonian in a finite orthonormal basis of sites $r$, with $h_0|n\rangle=\epsilon_n|n\rangle$, $\psi_n(r)=\langle r|n\rangle$, spin degeneracy $g=2$, temperature $T>0$ and occupations $f_n=f(\epsilon_n)$, where $f(\epsilon)=1/(1+e^{x})$ and $x=(\epsilon-\mu)/k_BT$. A static, real, spin-independent local potential $\lambda v(r)$ is added, with $v_{nm}=\sum_r\psi_n^*(r)v(r)\psi_m(r)$. Every quantity is expanded as $X=X_0+\lambda X_1+\lambda^2X_2+\dots$ For independent particles at fixed chemical potential $\mu$, the grand potential and the density respond as
\begin{align}
\Omega_2&=\frac g2\sum_{nm}w_{nm}|v_{nm}|^2,\qquad n_1(r)=\sum_{r'}\chi_0(r,r')v(r'),\label{eq:om2}\\
\chi_0(r,r')&=g\sum_{nm}w_{nm}\,\psi_n(r)\psi_m^*(r)\psi_n^*(r')\psi_m(r'),\label{eq:chi0}\\
w_{nm}&=\frac{f_n-f_m}{\epsilon_n-\epsilon_m}\ \ (\epsilon_n\ne\epsilon_m),\qquad
w_{nm}=f'(\epsilon_n)=-\frac{f_n(1-f_n)}{k_BT}\ \ (\epsilon_n=\epsilon_m).\label{eq:w}
\end{align}
The sums run over all ordered pairs. The value $f'$ applies to $n=m$ and equally to distinct degenerate states. At fixed electron number a Fermi-level term must be added,
\begin{equation}
F_2=\Omega_2-\frac g2\,\frac{\left(\sum_nf'_nv_{nn}\right)^2}{\sum_nf'_n},\label{eq:F2}
\end{equation}
and in Kohn--Sham theory $\chi_0$ is the response to the total Kohn--Sham potential.

\section{First derivation: the functional of the density matrix}

\subsection{The functional and its trace expansion}

The variable is the one-particle density matrix per spin, a Hermitian matrix $\gamma$ with eigenvalues $p_n$ strictly between 0 and 1. In an independent-particle ensemble each eigenstate of $\gamma$ is filled with probability $p_n$ and empty with probability $1-p_n$, so its entropy is $-k_Bs(p_n)$ with $s(p)=p\ln p+(1-p)\ln(1-p)$. The Mermin functional without interaction is
\begin{equation}
\Omega[\gamma]=g\,\mathrm{Tr}\,\gamma(h_0+\lambda v-\mu)+g\,k_BT\,\mathrm{Tr}\,s(\gamma),\label{eq:mermin}
\end{equation}
and the equilibrium state is its minimum. The derivatives needed are $s'(p)=\ln[p/(1-p)]$ and $s''(p)=1/[p(1-p)]>0$.

The first term is linear in $\gamma$. The second must be expanded about a matrix $\gamma_0$ for a change $\delta$ that does not commute with it. The function $s(z)$ is analytic off the real half-lines $z\le0$ and $z\ge1$, so a contour $C$ can enclose all eigenvalues $p_n$ of $\gamma_0$ and avoid the cuts. Cauchy's formula applied to each eigenvalue gives
\begin{equation}
\mathrm{Tr}\,s(\gamma_0+\delta)=\oint_C\frac{dz}{2\pi i}\,s(z)\,\mathrm{Tr}\,(z-\gamma_0-\delta)^{-1}.
\end{equation}
With $R=(z-\gamma_0)^{-1}$ the resolvent is the geometric series $R+R\delta R+R\delta R\delta R+\dots$, which converges when $\|\delta\|$ is smaller than the distance from $C$ to the $p_n$. That distance does not involve the spacing of the $p_n$, so degeneracies need no special care. In the eigenbasis of $\gamma_0$, $\mathrm{Tr}\,R\delta R=\sum_n\delta_{nn}/(z-p_n)^2$, whose integral against $s$ is $\sum_ns'(p_n)\delta_{nn}$. The next term is $\sum_{nm}|\delta_{nm}|^2/[(z-p_n)^2(z-p_m)]$, since $\delta_{nm}\delta_{mn}=|\delta_{nm}|^2$. This factor is symmetric in $n,m$, so the denominator may be averaged with its exchanged form:
\begin{equation}
\frac12\left[\frac1{(z-a)^2(z-b)}+\frac1{(z-a)(z-b)^2}\right]=-\frac12\frac{d}{dz}\frac1{(z-a)(z-b)}.
\end{equation}
Integration by parts on the closed contour moves the derivative onto $s$ and removes the sign. The residues at $a$ and $b$ then give
\begin{equation}
s'[a,b]\equiv\oint_C\frac{dz}{2\pi i}\frac{s'(z)}{(z-a)(z-b)}=\frac{s'(a)-s'(b)}{a-b},
\end{equation}
and for $a=b$ the double pole gives $s''(a)$. Hence
\begin{equation}
\mathrm{Tr}\,s(\gamma_0+\delta)=\mathrm{Tr}\,s(\gamma_0)+\sum_ns'(p_n)\delta_{nn}+\frac12\sum_{nm}s'[p_n,p_m]|\delta_{nm}|^2+O(\delta^3).\label{eq:trace}
\end{equation}

\subsection{Stationarity}

At $\lambda=0$ the part of (\ref{eq:mermin}) linear in $\delta$ is $g\sum_{nm}\delta_{nm}(h_0-\mu)_{mn}+gk_BT\sum_ns'(p_n)\delta_{nn}$, and it must vanish for every Hermitian $\delta$. The off-diagonal $\delta_{nm}$ force $(h_0)_{mn}=0$ for $m\neq n$, so $\gamma_0$ and $h_0$ share eigenvectors. The diagonal ones give
\begin{equation}
k_BT\,s'(p_n)=\mu-\epsilon_n,\qquad \frac{p_n}{1-p_n}=e^{-x_n},\qquad p_n=f_n.\label{eq:stat}
\end{equation}
Because $s''>0$, $s'$ is increasing and every $s'[a,b]$ is positive. The expansion (\ref{eq:trace}) holds about any $\gamma$, so the functional is strictly convex and this stationary point is its only minimum. Subtracting (\ref{eq:stat}) for two states,
\begin{equation}
k_BT\,s'[f_n,f_m]=\frac{(\mu-\epsilon_n)-(\mu-\epsilon_m)}{f_n-f_m}=-\frac1{w_{nm}}.\label{eq:hess}
\end{equation}
For $\epsilon_n=\epsilon_m$ the left side is $k_BTs''(f_n)=k_BT/[f_n(1-f_n)]$. Differentiating $f=1/(1+e^x)$ gives $df/dx=-e^x/(1+e^x)^2=-f(1-f)$, so this equals $-1/f'(\epsilon_n)$, the second case of (\ref{eq:w}).

\subsection{Second order}

The Hessian is invertible, so the minimum is a smooth function of $\lambda$, $\gamma=\gamma_0+\lambda\gamma_1+\lambda^2\gamma_2+\dots$ At order $\lambda$ the terms in $\gamma_1$ vanish by stationarity and $\Omega_1=g\sum_nf_nv_{nn}$. At order $\lambda^2$ the terms in $\gamma_2$ vanish for the same reason. What remains is $g\,\mathrm{Tr}\,\gamma_1v$ and the quadratic term of (\ref{eq:trace}). The trace of a product of two Hermitian matrices is real, so $\mathrm{Tr}\,\gamma_1v=\sum_{nm}\mathrm{Re}(v_{nm}^*\gamma_{1,nm})$, and
\begin{align}
\Omega_2[\gamma_1]&=g\sum_{nm}\left[\mathrm{Re}(v_{nm}^*\gamma_{1,nm})-\frac{|\gamma_{1,nm}|^2}{2w_{nm}}\right]\label{eq:quad}\\
&=g\sum_{nm}\left[-\frac{|\gamma_{1,nm}-w_{nm}v_{nm}|^2}{2w_{nm}}+\frac{w_{nm}}2|v_{nm}|^2\right].\nonumber
\end{align}
The second line follows by expanding the square: its cross term gives $+\mathrm{Re}(v^*\gamma_1)$ and its last term $-w|v|^2/2$, which the added term cancels. Since $w_{nm}<0$ by (\ref{eq:hess}), the first term is non-negative and vanishes at
\begin{equation}
\gamma_{1,nm}=w_{nm}v_{nm},
\end{equation}
which is Hermitian because $w$ is real and symmetric. The remainder is $\Omega_2$ of (\ref{eq:om2}). The density is $n(r)=g\langle r|\gamma|r\rangle$, so $n_1(r)=g\sum_{nm}\psi_n(r)w_{nm}v_{nm}\psi_m^*(r)$, and inserting the definition of $v_{nm}$ gives (\ref{eq:chi0}). Exchanging the names $n,m$ conjugates the summand, so $\chi_0$ is real; exchanging $r,r'$ also conjugates it, so $\chi_0$ is symmetric. Contracting with $v(r)v(r')$ gives $v_{nm}^*v_{nm}$, so $\Omega_2=\frac12\,v\cdot\chi_0\cdot v\le0$.

Here $-1/w_{nm}$ is the stiffness of the functional against changing the element $\gamma_{nm}$. Diagonal elements change occupations, off-diagonal elements mix orbitals, and one formula covers both.

\subsection{The weights}

The quotient is an average of the derivative,
\begin{equation}
w_{nm}=\int_0^1f'\big(\epsilon_m+u(\epsilon_n-\epsilon_m)\big)\,du,
\end{equation}
so it is continuous in both energies and obeys the bound $|w_{nm}|\le1/(4k_BT)$, because $f(1-f)\le\frac14$. With $\bar\epsilon$ the mean and $\Delta=\epsilon_n-\epsilon_m$, the even terms of the Taylor series of $f(\bar\epsilon\pm\Delta/2)$ cancel in the difference, and $2(\Delta/2)^3/(3!\,\Delta)=\Delta^2/24$:
\begin{equation}
w_{nm}=f'(\bar\epsilon)+\frac{\Delta^2}{24}f'''(\bar\epsilon)+O(\Delta^4).
\end{equation}
Writing $f=\frac12[1-\tanh(x/2)]$ and using $\tanh a-\tanh b=\sinh(a-b)/(\cosh a\cosh b)$ gives a form that is free of cancellation provided the argument of $\sinh$ is evaluated as $(\epsilon_n-\epsilon_m)/2k_BT$, from the same difference as the denominator, and the limit (\ref{eq:w}) is used for equal levels; subtracting separately rounded $x_n$ and $x_m$ loses digits as fast as the plain quotient does (in double precision it overflows when $|x_n|+|x_m|$ exceeds about 1400, and the plain quotient should be used there for distinct levels),
\begin{equation}
w_{nm}=-\frac{\sinh[(x_n-x_m)/2]}{2(\epsilon_n-\epsilon_m)\cosh(x_n/2)\cosh(x_m/2)}.
\end{equation}

\section{Second derivation: perturbed levels}

\subsection{Non-degenerate spectrum}

For independent fermions the grand partition function factorises over the eigenstates of $h_0+\lambda v$, each spin-orbital contributing $1+e^{-x_n}$. Therefore
\begin{equation}
\Omega(\lambda)=g\sum_n\phi(\epsilon_n(\lambda)),\qquad \phi(\epsilon)=-k_BT\ln(1+e^{-x}),\qquad \phi'=\frac{e^{-x}}{1+e^{-x}}=f.\label{eq:phi}
\end{equation}
This is the minimum value of (\ref{eq:mermin}): from $\ln(1-f)=-\ln(1+e^{-x})$ and $\ln f=-x-\ln(1+e^{-x})$ one has $fx+s(f)=-\ln(1+e^{-x})$.

Let all $\epsilon_n$ be distinct. A simple root of the characteristic polynomial, and its eigenvector, are smooth in $\lambda$. Take $|n(\lambda)\rangle=|n\rangle+\lambda|n_1\rangle+\dots$ normalised by $\langle n|n(\lambda)\rangle=1$. The order-$\lambda$ eigenvalue equation is $(h_0-\epsilon_n)|n_1\rangle=(\epsilon_{n,1}-v)|n\rangle$. Projection on $\langle n|$ gives $\epsilon_{n,1}=v_{nn}$ and projection on $\langle m|$ gives $\langle m|n_1\rangle=v_{mn}/(\epsilon_n-\epsilon_m)$. The order-$\lambda^2$ equation projected on $\langle n|$ gives $\epsilon_{n,2}=\langle n|v|n_1\rangle=\sum_{m\ne n}|v_{nm}|^2/(\epsilon_n-\epsilon_m)$. The Taylor series of $\phi$, with $\phi'=f$ and $\phi''=f'$, yields
\begin{equation}
\Omega_2=g\sum_n\left[f_n\sum_{m\ne n}\frac{|v_{nm}|^2}{\epsilon_n-\epsilon_m}+\frac12f'_nv_{nn}^2\right].\label{eq:pt}
\end{equation}
Exchanging the names $n,m$ in the double sum replaces $f_n$ by $f_m$ and reverses the sign of the denominator. Averaging the two forms,
\begin{equation}
\sum_{n\ne m}f_n\frac{|v_{nm}|^2}{\epsilon_n-\epsilon_m}=\frac12\sum_{n\ne m}\frac{f_n-f_m}{\epsilon_n-\epsilon_m}|v_{nm}|^2,
\end{equation}
and with the diagonal term this is (\ref{eq:om2}). The diagonal term has a direct meaning: the level moves by $\lambda v_{nn}$ relative to the fixed $\mu$, and its occupation changes by $\lambda f'_nv_{nn}$.

\subsection{Degenerate levels and the density}

The individual terms of (\ref{eq:pt}) diverge as two levels approach, while their symmetrised sum does not. Equation (\ref{eq:phi}) can be written $\Omega=-gk_BT\ln\det[1+e^{-(h-\mu)/k_BT}]$. The exponential is a convergent power series in the matrix elements of $h$ and the determinant is positive, so $\Omega$ is a smooth function of those elements and $\Omega_2$ is continuous in $h_0$. Split the degeneracies by adding $\eta\,a_n|n\rangle\langle n|$ with distinct $a_n$. The eigenvectors and the $v_{nm}$ are unchanged, (\ref{eq:om2}) holds for small $\eta\neq0$, and as $\eta\to0$ the continuous weights tend to (\ref{eq:w}). The result therefore holds with degeneracy.

For a shell $S$ with projector $P$ the equal-energy terms add up to $\frac g2f'\sum_{n,m\in S}|v_{nm}|^2=\frac g2f'\,\mathrm{Tr}(PvP)^2$. This is invariant under rotations within the shell, whereas its division into diagonal and off-diagonal parts is not.

For the density, the first-order result $\Omega_1=g\sum_nf_nv_{nn}=\sum_rn(r)v(r)$ holds about any Hamiltonian, so $n(r)=\partial\Omega/\partial v(r)$. As $\Omega$ is smooth, $\partial n(r)/\partial v(r')$ is its symmetric Hessian. A real symmetric matrix is fixed by its quadratic form, and $2\Omega_2=v\cdot\chi_0\cdot v$ with the real symmetric matrix (\ref{eq:chi0}), so the response is $\chi_0$.

\section{Fixed number, interaction, and the crystal}

Two derivations, one from the density-matrix functional and one from perturbed levels, have established $\Omega_2$ and $\chi_0$ at fixed $\mu$, including degenerate levels. What remains is the fixed-$N$ result (\ref{eq:F2}), the Hartree and exchange--correlation terms, the one-band chain, numerical examples, and a comparison of what each derivation assumes.
